\section*{The order 1/N beta function of many-flavour QED}

\section{Where may the running coupling be used?}

Suppose the coupling of a theory with many light charged fermions is to be run to high scales. One must decide whether to use a few terms of the perturbative beta function or a resummed function, and at what coupling to stop. With $N$ flavours the natural variable is
\begin{equation}
K=\frac{\alpha N}{\pi},
\label{K}
\end{equation}
which may be of order one although $\alpha$ is small. At leading order in $1/N$ the beta function is its one-loop term. The first correction sums infinitely many diagrams. It is found here in closed form, and its nearest singularity, at $K=15/2$, sets the radius of convergence of its expansion in $K$.

We take $N$ massless Dirac fields of equal charge, minimal subtraction (MS), and $N\to\infty$ at fixed $K$. The metric is Euclidean, $d=4-2\epsilon$ and $\operatorname{tr}1=4$. The bare action is
\begin{equation}
\int d^dx\left[\bar\psi\gamma_\mu(\partial_\mu-iA_\mu)\psi
+\frac{1}{4e_0^2}F_{\mu\nu}F_{\mu\nu}\right],
\qquad \lambda_0=e_0^2N .
\label{action}
\end{equation}
Since the charge sits in the photon term, vacuum polarization adds to the inverse coupling.

\section{Diagrams at relative order $1/N$}

At second order in $A$, one fermion loop gives
\[
\Pi_{\mu\mu}(p)=\int\!\frac{d^dl}{(2\pi)^d}\,
\frac{\operatorname{tr}(\slashed l\gamma_\mu\slashed q\gamma_\mu)}{l^2q^2},
\qquad q=l+p .
\]
Use $\gamma_\mu\slashed q\gamma_\mu=(2-d)\slashed q$ and $2l\cdot q=l^2+q^2-p^2$. The terms in $l^2$ and $q^2$ leave scaleless integrals, which vanish. Transversality means $\Pi_{\mu\mu}=(d-1)p^2\,b\,p^{-2\epsilon}$, so
\begin{align}
b&=\frac{2(d-2)}{d-1}\,
\frac{\Gamma(\epsilon)\Gamma(1-\epsilon)^2}{(4\pi)^{2-\epsilon}\Gamma(2-2\epsilon)}
=\frac{8\,\Gamma(\epsilon)\Gamma(2-\epsilon)^2}{(4\pi)^{2-\epsilon}\Gamma(4-2\epsilon)},
\label{b}\\
b&=\frac c\epsilon B(\epsilon),\qquad c=\frac1{12\pi^2},\qquad B(0)=1 .
\label{c}
\end{align}

Each photon line costs $1/N$ and each closed loop supplies $N$, so bubbles can be inserted freely. The chain with $n$ bubbles is, in its transverse part,
\[
\frac{\lambda_0}{N}\frac{(-\lambda_0b)^n}{(k^2)^{1+n\epsilon}} .
\]
The first correction to the polarization is one fermion loop with one such chain inside. Two fermion loops joined by two chains have three photon attachments each and vanish by Furry's theorem; a third chain costs a further $1/N$. Hence
\begin{equation}
\frac1{\lambda_{\rm eff}(p)}=\frac1{\lambda_0}+bp^{-2\epsilon}
+\frac1N\sum_{n\ge0}\lambda_0^{n+1}(-b)^n\frac{H(\epsilon,u_n)}{u_n}p^{-2u_n},
\quad u_n=(n+2)\epsilon .
\label{effective}
\end{equation}

This defines $H$, which is analytic near $\epsilon=u=0$ for the following reasons. The fermion self-energy and the vertex may each contain a pole factor $1/[(n+1)\epsilon]$ from their subdivergences. The vertex at zero momentum transfer is minus the momentum derivative of the self-energy, so these poles cancel in the sum of diagrams. The four-photon subdiagram is finite by gauge invariance, and the massless integrals are infrared finite at $p\ne0$. What remains is the overall divergence. Transversality lowers it from quadratic to logarithmic, which gives the single factor $1/u_n$.

\section{Subtracting the poles}

Write the renormalized coupling $\lambda$ through
\begin{equation}
\frac1{\lambda_0}=\mu^{-2\epsilon}\left[\frac1\lambda-\frac c\epsilon-\frac{z(\lambda,\epsilon)}N\right],
\qquad z=\sum_{k\ge1}\frac{z_k(\lambda)}{\epsilon^k}.
\label{renorm}
\end{equation}
The term $c/\epsilon$ removes the pole of $b$; $z$ must equal the pole part of the sum in \eqref{effective}, multiplied by $\mu^{2\epsilon}$. Inside that sum the leading relation $\lambda_0=\mu^{2\epsilon}\lambda/(1-c\lambda/\epsilon)$ suffices. With $L=\ln(\mu^2/p^2)$, all powers of $\mu$ and $p$ combine into $e^{u_nL}$. Expanding
\[
(1-c\lambda/\epsilon)^{-n-1}=\sum_{m\ge n}\binom mn\left(\frac{c\lambda}{\epsilon}\right)^{m-n}
\]
turns the sum into
\begin{equation}
\sum_{m\ge0}\lambda^{m+1}\frac{c^m}{\epsilon^{m+1}}
\sum_{n=0}^m(-1)^n\binom mn\frac{G(\epsilon,u_n)}{n+2},
\quad G(\epsilon,u)=B^{u/\epsilon-2}e^{uL}H(\epsilon,u).
\label{sum}
\end{equation}
Here $B^n=B^{u_n/\epsilon-2}$. Because $\ln B=O(\epsilon)$, $G$ is analytic in both arguments.

Expand $G$ in powers $u^j$. For $1\le j\le m$ the inner sum contains the polynomial $(n+2)^{j-1}$, of degree below $m$, and its $m$-th finite difference vanishes. For $j\ge m+1$ the factor $\epsilon^j$ cancels every pole. For $j=0$,
\[
\sum_{n=0}^m\binom mn\frac{(-1)^n}{n+2}
=\int_0^1t(1-t)^m\,dt=\frac1{(m+1)(m+2)} .
\]
Only $G(\epsilon,0)=H(\epsilon,0)/B^2$ enters the poles. It contains no $L$, as a local counterterm requires. With $G(\epsilon,0)=\sum_m g_m\epsilon^m$,
\begin{equation}
z_1=\sum_{m\ge0}\frac{c^m g_m\lambda^{m+1}}{(m+1)(m+2)} .
\label{z1}
\end{equation}

The bare coupling is independent of $\mu$. Differentiating \eqref{renorm}, with $\beta=\mu\,d\lambda/d\mu$, gives
\[
\beta\left(\frac1{\lambda^2}+\frac{z'}N\right)
=-\frac{2\epsilon}\lambda+2c+\frac{2\epsilon z}N .
\]
At leading order $\beta_0=-2\epsilon\lambda+2c\lambda^2$. The coefficient of $1/N$ obeys
\[
\frac{\beta_1}{\lambda^2}=2\epsilon z-z'\beta_0
=2\epsilon(z+\lambda z')-2c\lambda^2z' .
\]
Since $\beta_1$ is finite, the poles cancel and the $\epsilon^0$ part is $2(\lambda z_1)'$. At $\epsilon=0$,
\begin{equation}
\beta=2c\lambda^2\left[1+\frac{F_1}N\right],\qquad F_1=\frac1c\frac{d(\lambda z_1)}{d\lambda}.
\label{F1z}
\end{equation}
Insert \eqref{z1}. The derivative cancels $m+2$, and $1/(m+1)$ is produced by an integral:
\[
F_1=\frac1c\sum_{m\ge0}\frac{c^mg_m\lambda^{m+1}}{m+1}
=\frac1{c^2}\int_0^{c\lambda}G(x,0)\,dx .
\]
Because $\lambda=4\pi\alpha N=4\pi^2K$, the limit is $c\lambda=K/3$. Using $cB=\epsilon b$,
\begin{equation}
\mu\frac{dK}{d\mu}=\frac{2K^2}3\left[1+\frac{F_1(K)}N+O(N^{-2})\right],\quad
F_1=\int_0^{K/3}I(x)\,dx,\quad
I(\epsilon)=\frac{H(\epsilon,0)}{(\epsilon b)^2}.
\label{beta}
\end{equation}
The integration variable is thus a continued value of $\epsilon$: each coupling probes the diagrams in dimensions from $4$ down to $4-2K/3$. The MS-bar convention rescales $\mu$ and leaves this function unchanged.

\section{The remaining coefficient from a constant field}

At $u=0$ the photon line has power $1+n\epsilon=1-2\epsilon=d-3$. The pole $1/u$ comes from photon momenta $k\gg p$, through the term of order $p^2$ in the fermion loop. Nonanalytic terms in $p$ carry other powers of $k$ and do not produce a pole at $u=0$ for generic $\epsilon$. The $p^2$ term is the response to a constant $F_{\mu\nu}$. It can be read off a two-loop vacuum diagram, which in position space is a product of propagators.

After averaging over directions the result is proportional to $F_{\mu\nu}F_{\mu\nu}$. We may therefore choose, in even $d$, a field with $F_{\mu\nu}F_{\nu\rho}=-f^2\delta_{\mu\rho}$, so $F_{\mu\nu}F_{\mu\nu}=df^2$, and continue the coefficients in $d$.

\subsection{The fermion propagator}

Take $A_\mu=-\tfrac12F_{\mu\nu}x_\nu$ and put $v_\mu=F_{\mu\nu}x_\nu$. Then
\[
D_\mu=\partial_\mu+\tfrac i2v_\mu,\quad [D_\mu,D_\nu]=-iF_{\mu\nu},\quad
\slashed D^2=D^2-i\Sigma,\quad \Sigma=\tfrac12\gamma_\mu\gamma_\nu F_{\mu\nu},
\]
and the propagator from the origin to $x$ is
\[
S=\slashed D^{-1}=-\slashed D\int_0^\infty ds\,e^{sD^2}e^{-is\Sigma}.
\]
For the kernel of $e^{sD^2}$ try $a(s)e^{-g(s)x^2/4}$. On a rotationally symmetric function $v\cdot\partial$ gives zero, so $D^2=\partial^2-f^2x^2/4$. Comparison of powers of $x^2$ in $\partial_sk_s=D^2k_s$ yields $g'=f^2-g^2$ and $a'/a=-dg/2$. With the free limit at small $s$,
\begin{equation}
k_s(x)=\left(\frac f{4\pi\sinh fs}\right)^{d/2}e^{-x^2f\coth(fs)/4}.
\label{kernel}
\end{equation}
Therefore
\begin{equation}
S(x)=\int_0^\infty ds\,k_s(x)\left[\tfrac12f\coth(fs)\,\slashed x-\tfrac i2\slashed v\right]e^{-is\Sigma}.
\label{S}
\end{equation}

Expand in $f$, using
\[
k_s=\frac{e^{-x^2/4s}}{(4\pi s)^{d/2}}
\left[1-\frac{df^2s^2}{12}-\frac{x^2f^2s}{12}+\dots\right],
\quad f\coth fs=\frac1s+\frac{f^2s}3+\dots
\]
The proper-time integrals are
\begin{equation}
J_a=\int_0^\infty\frac{ds\,s^a}{(4\pi s)^{d/2}}e^{-x^2/4s}
=\frac{\Gamma(d/2-1-a)}{(4\pi)^{d/2}}\left(\frac{x^2}4\right)^{1+a-d/2},
\label{J}
\end{equation}
continued in $d$ where necessary. The Clifford algebra gives $[\Sigma,\slashed x]=2\slashed v$. At first order the bracket yields $-\tfrac i2(\slashed x\Sigma+\slashed v)$. At second order the terms with $\Sigma$ are $-\tfrac s4(2\slashed v+\slashed x\Sigma)\Sigma=-\tfrac s4\Sigma\slashed x\Sigma$. Thus
\begin{align}
S_0&=\tfrac12J_{-1}\slashed x,\qquad
S_1=-\tfrac i4J_0\{\slashed x,\Sigma\},\label{S1}\\
S_2&=\frac{f^2\slashed x}{24}\left[(4-d)J_1-x^2J_0\right]-\frac{J_1}4\Sigma\slashed x\Sigma .
\label{S2}
\end{align}

\subsection{Traces}

Direct contraction gives $\operatorname{tr}\Sigma^2=-2df^2$. Also $v^2=f^2x^2$, so $\operatorname{tr}[\Sigma,\slashed x]^2=4\operatorname{tr}\slashed v^2=16f^2x^2$. Writing out this commutator,
\[
2\operatorname{tr}(\slashed x\Sigma\slashed x\Sigma)-2x^2\operatorname{tr}\Sigma^2=16f^2x^2
\;\Rightarrow\;
\operatorname{tr}(\slashed x\Sigma\slashed x\Sigma)=(8-2d)f^2x^2 .
\]
From \eqref{S2},
\[
\operatorname{tr}(\slashed xS_2)
=-f^2x^2\left[\frac{(4-d)J_1}3+\frac{x^2J_0}6\right]=0,
\]
because \eqref{J} gives $J_1=x^2J_0/[2(d-4)]$. The second-order propagator therefore drops out of the diagram: its partner is $S_0\propto\slashed x$.

The matrix $\{\slashed x,\Sigma\}$ is totally antisymmetric of rank three, so $\gamma_\mu S_1\gamma_\mu=(6-d)S_1$. Its square has trace $2(8-2d)f^2x^2-4df^2x^2=(16-8d)f^2x^2$. Hence
\begin{equation}
\operatorname{tr}(\gamma_\mu S_1\gamma_\mu S_1)
=\tfrac12(6-d)(d-2)J_0^2f^2x^2 .
\label{trace}
\end{equation}

\subsection{The logarithm}

Let $\mathcal D(x)$ be the Fourier transform of $(k^2)^{-(d-3+u)}$. The longitudinal part of the photon line drops out by current conservation, so $\delta_{\mu\nu}$ may be used. Two current insertions give $i^2$, and the fermion loop gives another minus sign. The effective action per volume is then
\[
-\tfrac12\int d^dx\,\mathcal D(x)\operatorname{tr}[\gamma_\mu S(x)\gamma_\mu S(-x)] .
\]
Since $S(-x)=-S(x)$ here, its $f^2$ part is positive for $3<d<6$. Equating it to $df^2/4$ times the change of inverse coupling and using \eqref{trace}, that change is
\begin{equation}
\frac{(d-2)(6-d)}d\int d^dx\,\mathcal D(x)J_0^2x^2 .
\label{change}
\end{equation}
The position-space functions are
\[
J_0=\frac{\Gamma(d/2-1)}{4\pi^{d/2}}(x^2)^{1-d/2},\qquad
\mathcal D\simeq\frac{\Gamma(3-d/2)}{4^{d-3}\pi^{d/2}\Gamma(d-3)}(x^2)^{d/2-3+u},
\]
where $u$ is set to zero in the prefactor. The integrand falls as $(x^2)^{-d/2+u}$. Cut off at $|x|\sim1/p$, its integral has the pole $\pi^{d/2}p^{-2u}/[\Gamma(d/2)u]$. Consequently
\begin{equation}
H(\epsilon,0)=\frac{(d-2)(6-d)}{16d\,\pi^d4^{d-3}}\,
\frac{\Gamma(d/2-1)^2\Gamma(3-d/2)}{\Gamma(d/2)\Gamma(d-3)} .
\label{H}
\end{equation}
The numerical output compares this with the $p^2$ expansion of the momentum-space diagrams at three noninteger dimensions. That test uses neither the constant field nor position space.

\section{Gamma functions and the singularity}

Set $d=4-2x$. In the ratio $H/(\epsilon b)^2$ the powers of $\pi$ cancel and the powers of four leave $1/16$:
\[
I=\frac{1-x^2}{8(2-x)}\,
\frac{\Gamma(1-x)^2\Gamma(4-2x)^2}{\Gamma(2-x)^5\Gamma(1+x)\Gamma(1-2x)} .
\]
Now use $\Gamma(1-x)=\Gamma(2-x)/(1-x)$ and $\Gamma(4-2x)=2(3-2x)(1-x)(1-2x)\Gamma(1-2x)$:
\[
I=\frac{(1-x^2)(1-2x)^2(3-2x)^2\Gamma(1-2x)}{2(2-x)\Gamma(2-x)^3\Gamma(1+x)} .
\]
Finally, extract five factors from $\Gamma(6-2x)$ and absorb $(2-x)^2$ into $\Gamma(3-x)^2$:
\begin{equation}
I(x)=\frac{(1+x)(1-2x)(3-2x)\Gamma(6-2x)}
{8(5-2x)\Gamma(3-x)^2\Gamma(2-x)\Gamma(1+x)} .
\label{I}
\end{equation}

At weak coupling $I(0)=9/4$, so $F_1\simeq3K/4$ and
\[
\mu\frac{d\alpha}{d\mu}\simeq\frac{2N\alpha^2}{3\pi}+\frac{N\alpha^3}{2\pi^2},
\]
the two-loop beta function.

Reciprocal gamma functions are entire, so poles can come from $5-2x$ and from $\Gamma(6-2x)$. The latter begin at $x=3$. Those at integers are cancelled by zeros of the reciprocal gamma functions, while those at $7/2,9/2,\dots$ lie farther out. The nearest pole is therefore $x=5/2$. There the numerator is $(7/2)(-4)(-2)=28$, and
\[
\Gamma(\tfrac12)^2\Gamma(-\tfrac12)\Gamma(\tfrac72)
=\pi(-2\sqrt\pi)\frac{15\sqrt\pi}8=-\frac{15\pi^2}4 .
\]
With $8(5-2x)=-16(x-5/2)$, the residue is
\begin{equation}
r=\frac{28}{60\pi^2}=\frac7{15\pi^2}\simeq0.04728 .
\label{residue}
\end{equation}
Integrating $r/(x-5/2)$ from zero to $K/3$ gives
\begin{equation}
F_1(K)=r\ln\left(1-\frac{2K}{15}\right)+C+o(1),
\qquad K\to\frac{15}2^- ,
\label{log}
\end{equation}
where $C=\int_0^{5/2}[I-r/(x-5/2)]dx\simeq0.3055$. This is the logarithmic singularity at $\alpha N/\pi=15/2$. Direct quadrature near the endpoint gives the coefficient $0.04729$.

The expansion of $F_1$ in $K$ has radius $15/2$, with late coefficients approaching $-(r/n)(2/15)^n$. Beyond $15/2$ the integral needs a prescription for passing the pole; \eqref{beta} by itself supplies none.

\section{Reading the result for ten flavours}

Take $N=10$, for which $K=15/2$ means $\alpha=7.5\pi/10\simeq2.356$. The first terms are
\begin{equation}
F_1=0.75K-0.22917K^2-0.05941K^3+0.02702K^4+\dots
\label{series}
\end{equation}
At $K=1$ they sum to $0.488$, in agreement with the integral. At $K=5$ they give
\[
3.75-5.73-7.43+16.88\simeq7.5,
\]
whereas the integral is $0.214$. The truncated correction would multiply the one-loop beta function by about $1.75$; the full order-$1/N$ factor is $1.021$. Convergence of the infinite series at $K=5$ does not make its first four terms useful there.

The smallness of the integral reflects cancellation. By \eqref{I}, $I$ is positive for $0<x<1/2$, negative for $1/2<x<3/2$, positive for $3/2<x<2$, and negative for $2<x<5/2$. Hence $F_1$ has maxima at $K=3/2$ and $6$ and a minimum at $9/2$, before its final descent:
\begin{center}
\begin{tabular}{cccc}
$K$ & $I(K/3)$ & $F_1$ & $1+F_1/10$\\
$1$ & $0.658$ & $0.488$ & $1.049$\\
$3$ & $-0.500$ & $0.329$ & $1.033$\\
$6$ & $0$ & $0.234$ & $1.023$\\
$7.4$ & $-1.507$ & $0.104$ & $1.010$\\
$7.4999$ & $-1419$ & $-0.225$ & $0.977$
\end{tabular}
\end{center}
The integrand is already large in the last row, but its logarithmic integral is not.

The truncated equation can be illustrated by a run from $K=1$ to $15/2$; this is not a prediction for ten flavours, since higher orders in $1/N$ are left out. The one-loop equation gives
\[
\ln\frac{\mu_2}{\mu_1}=\int_1^{15/2}\frac{3\,dK}{2K^2}
=\frac32\left(1-\frac2{15}\right)=1.300 .
\]
Including $F_1/N$ in the denominator changes this to $1.246$ for a run that ends just below $15/2$, outside the minute neighbourhood of the formal zero found next. The scale ratio falls from $3.67$ to $3.47$, because $F_1$ is positive over most of the interval. The logarithm hardly slows the run until that neighbourhood is reached. Strictly, the right-hand side of the truncated equation vanishes just before $K=15/2$, so its solution approaches the zero only as $\mu\to\infty$ and never reaches the singular coupling.

Setting $1+F_1/N=0$ in \eqref{log} gives a formal zero at
\begin{equation}
1-\frac{2K}{15}\simeq e^{-(N+C)/r},
\label{zero}
\end{equation}
which is about $10^{-95}$ for $N=10$. It is not evidence for an ultraviolet fixed point. At the zero the supposed correction cancels the leading term, so neglect of $O(N^{-2})$ is unjustified. Those terms may also have stronger or nearer singularities; the present calculation does not determine them. Nor does a small $F_1/N$ elsewhere bound the higher orders. The known four-loop MS beta function contains the relative correction $-0.972K^3/N^2$. For $N=10$ and $K=2$ this is $-0.078$, already larger in size than $F_1/N=0.050$.

There is a further limit on the physical reading. Under a change of coupling $\widetilde K=K+h(K)/N$, differentiation and re-expansion of $K^2$ give
\begin{equation}
\widetilde F_1(K)=F_1(K)+h'(K)-\frac{2h(K)}K .
\label{scheme}
\end{equation}
A function $h$ that starts at $K^3$ leaves the two-loop term unchanged, yet can be chosen to cancel the logarithm. Such an $h$ is itself nonanalytic at $15/2$. The singularity is thus a property of the order-$1/N$ coefficient in MS, or in a scheme related to it analytically at that coupling. For the decision posed at the start, the integral in \eqref{beta} should replace the short series for the order-$1/N$ coefficient once $K$ is no longer small. It can be relied on to improve the beta function itself only where the higher orders in $1/N$ are small compared with $F_1/N$; for ten flavours the four-loop term above already puts this in doubt at $K=2$. Runs that depend on the immediate neighbourhood of $15/2$ should not be given physical meaning.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All quantities dimensionless; K = alpha N/pi
d=3.40: H momentum 5.88290158e-04, position 5.88290158e-04, I 0.81265031
d=4.70: H momentum 2.04924983e-05, position 2.04924983e-05, I 2.78355904
d=2.40: H momentum -3.19342865e-02, position -3.19342865e-02, I -0.54274419
8-dim trace: matrices -1.23231837e-04, formula -1.23231837e-04
I(0) = 2.250000
coefficient of K^1 in F1: 0.75000000
coefficient of K^2 in F1: -0.22916667
coefficient of K^3 in F1: -0.05941358
coefficient of K^4 in F1: 0.02701545
residue of I at x=5/2, 7/(15 pi^2) = 0.04728322
log coefficient from quadrature = 0.04728844
log coefficient from 60th Taylor term = 0.04728322
constant C beside the logarithm = 0.305522
Example N = 10; alpha at K=15/2 = 2.356194
K=1.0000: alpha=0.31416, I(K/3)=0.657817, F1=0.488220, 1+F1/N=1.048822
K=3.0000: alpha=0.94248, I(K/3)=-0.500000, F1=0.329049, 1+F1/N=1.032905
K=5.0000: alpha=1.57080, I(K/3)=0.072818, F1=0.214441, 1+F1/N=1.021444
K=6.0000: alpha=1.88496, I(K/3)=0.000000, F1=0.233607, 1+F1/N=1.023361
K=7.0000: alpha=2.19911, I(K/3)=-0.329628, F1=0.189742, 1+F1/N=1.018974
K=7.4000: alpha=2.32478, I(K/3)=-1.507419, F1=0.104480, 1+F1/N=1.010448
K=7.4900: alpha=2.35305, I(K/3)=-14.281296, F1=-0.007174, 1+F1/N=0.999283
K=7.4999: alpha=2.35616, I(K/3)=-1418.593661, F1=-0.225241, 1+F1/N=0.977476
ln(mu2/mu1), K=1 to 15/2, leading order = 1.300000
ln(mu2/mu1), K=1 to 15/2, with F1/N = 1.245559
mu2/mu1 leading order = 3.66930
mu2/mu1 with F1/N = 3.47488
formal zero of 1+F1/N: log10(1-2K/15) = -94.656
\end{verbatim}
